# The double-reference energy correction for a charged slab in a uniform background

**Q.** A slab calculation at net charge $Q$ uses a uniform background to keep the periodic cell neutral. The code returns a finite energy. Why can I not use that energy directly as the energy of an electrode?

**A.** Because it includes work done on the background. Let the cell have volume $V$, and let $Q$ be positive when electrons are removed. With $N_0$ electrons in the neutral slab,

$$N=N_0-\frac{Q}{e},\qquad \rho_b=-\frac{Q}{V}.$$

Changing $Q$ therefore does two things: it moves electrons and it changes $\rho_b$. An electrode energy should change by the work of moving electrons alone. To separate the two contributions, write the energy of the entire neutral cell as

$$E=T[n]+E_{xc}[n]+\frac12\int_V\rho\,\phi\,d^3r,\qquad \rho=\rho_{\rm ion}-en+\rho_b .$$

Here $n$ is the electron density, $T$ the Kohn–Sham kinetic energy and $\phi$ the potential felt by a positive charge. The nuclei and the cell are held fixed. The solvent is a linear dielectric with a fixed permittivity profile, so the last term is an electrostatic free energy including its polarization. Fixed solvent charges may be included in $\rho_{\rm ion}$.

**Q.** The potential in a periodic cell has an arbitrary constant. Does this energy even have a definite value?

**A.** It does, because the total charge is zero. Replacing $\phi$ by $\phi+c$ changes the energy by $\frac c2\int_V\rho\,d^3r=0$. The Fermi energy is different: it shifts by $-ec$, since an electron has charge $-e$. That is why the energy can be definite while the electrode potential still needs a reference.

**Q.** Then differentiate it. But the electron density rearranges everywhere when the slab is charged, so how can you separate the background's share?

**A.** The rearrangement is handled by stationarity. For a linear solvent $\phi$ depends linearly on $\rho$ through a symmetric kernel, so the two halves of the variation are equal:

$$\delta\left(\frac12\int\rho\phi\right)=\frac12\int\phi\,\delta\rho+\frac12\int\rho\,\delta\phi=\int\phi\,\delta\rho .$$

With $\delta\rho=-e\,\delta n+\delta\rho_b$, the whole change is

$$dE=\int\left[\frac{\delta(T+E_{xc})}{\delta n}-e\phi\right]\delta n\,d^3r+\int\phi\,d\rho_b\,d^3r .$$

In the ground state the bracket equals the Fermi energy $\mu$ at every point. A density change that conserves $N$ therefore costs nothing to first order, and the first integral is $\mu\,dN$. Now insert $dN=-dQ/e$ and $d\rho_b=-dQ/V$:

$$\frac{dE}{dQ}=-\frac{\mu}{e}-\langle\phi\rangle,\qquad \langle\phi\rangle=\frac1V\int_V\phi\,d^3r .$$

The average covers the entire cell, metal included, because the background fills the entire cell. Under $\phi\to\phi+c$ the first term gains $+c$ and the second $-c$, so the derivative is independent of the constant, as it must be. With electronic smearing, the same argument applies to the free energy $E-TS$, where in this expression $T$ is temperature and $S$ the electronic entropy.

**Q.** You have two terms whose separate values depend on an arbitrary constant. What makes one of them "the background's work"?

**A.** A common zero of potential does. The electron energy and the work of inserting countercharge are both measured from it; here it is the vacuum outside the solvent. The double reference fixes this scale in two calculations.

First, take the neutral slab with its solvent and insert vacuum beyond the solvent. This gives $\phi_w$, the potential of the solvent reference plane relative to vacuum. Second, in the periodic cell at each charge, assign that same level to the reference plane $z_{\rm ref}$ midway between slab images:

$$\phi_s(\mathbf r)=\phi(\mathbf r)-\phi(z_{\rm ref})+\phi_w .$$

The potential has been raised by $\phi_w-\phi(z_{\rm ref})$, so the Fermi energy is lowered by $e$ times that amount:

$$\mu_s=\varepsilon_F+e\left[\phi(z_{\rm ref})-\phi_w\right],$$

where $\varepsilon_F$ is the Fermi energy in the code's gauge. The assumption is that $\phi_w$ does not depend on $Q$.

**Q.** So what energy has the electron work as its derivative?

**A.** Call it $A(Q)$. Removing charge $dQ$ from the slab means removing $dQ/e$ electrons, each of energy $\mu_s$, so we require

$$\frac{dA}{dQ}=-\frac{\mu_s}{e}.$$

On the solvent scale the derivative found above reads $dE/dQ=-\mu_s/e-\langle\phi_s\rangle$. Subtracting,

$$\frac{d(A-E)}{dQ}=-\frac{\mu_s}{e}+\frac{\mu_s}{e}+\langle\phi_s\rangle=\langle\phi_s\rangle .$$

The neutral cell has no background, so $A(0)=E(0)$. Integration gives the Filhol–Neurock correction:

$$\boxed{A(Q)=E(Q)+\int_0^Q\langle\phi_s\rangle(q)\,dq}$$

The sign has a direct reading. Inserting background charge $-dq$ contributes $-\langle\phi_s\rangle dq$ to $E$; the correction adds it back.

**Q.** Suppose my code prints an electron potential energy and sets its average to zero. Where is the correction then?

**A.** If the electrostatic potential has zero cell average in the code, averaging the definition of $\phi_s$ gives

$$\langle\phi_s\rangle=\phi_w-\phi(z_{\rm ref}).$$

The information sits in the reference-plane value. If the code prints the electron energy $v=-e\phi$, the integrand is $-\langle v_s\rangle/e$.

Pseudopotentials need care because they can shift the printed average. If the code satisfies $dE/dN=\varepsilon_F$ in its own gauge, then $dE/dQ=-\varepsilon_F/e$, and the required integrand is

$$\frac{d(A-E)}{dQ}=\frac{\varepsilon_F-\mu_s}{e}=\phi_w-\phi(z_{\rm ref}),$$

with $\phi$ in that same gauge. The condition can be checked by a finite difference of the code's energy.

**Q.** I want to see that in a case where everything can be worked out by hand.

**A.** Take an ideal metal of thickness $d$ with solvent width $w$ on each side, so $L=d+2w$. The permittivity is $\epsilon$, energies and $Q$ are per area, and $\phi_w=0$. Let $x$ be the distance from a metal face. By symmetry the field $F$ vanishes at the midplane $x=w$. Gauss's law between $x$ and $w$, with background density $-Q/L$, gives

$$0-\epsilon F(x)=-\frac QL(w-x)\quad\Rightarrow\quad F(x)=\frac{Q(w-x)}{\epsilon L}.$$

Integrating from $x$ to the midplane,

$$\phi_s(x)=\int_x^wF\,dx'=\frac{Q(w-x)^2}{2\epsilon L},\qquad \phi_M=\phi_s(0)=\frac{Qw^2}{2\epsilon L}.$$

The metal contributes $d\,\phi_M$ to the cell integral, and each solvent region contributes $Qw^3/(6\epsilon L)$. Hence

$$\langle\phi_s\rangle=\frac1L\left[d\phi_M+\frac{Qw^3}{3\epsilon L}\right]=\frac{Q}{\epsilon L^2}\left[\frac{w^2d}{2}+\frac{w^3}{3}\right].$$

The cell energy is the field energy of two solvent regions:

$$E=2\cdot\frac{\epsilon}{2}\int_0^wF^2dx=\frac{Q^2w^3}{3\epsilon L^2}.$$

The average is linear in $Q$, so its integral brings a factor $Q/2$:

$$A=\frac{Q^2}{\epsilon L^2}\left[\frac{w^3}{3}+\frac{w^2d}{4}+\frac{w^3}{6}\right]
=\frac{Q^2w^2(2w+d)}{4\epsilon L^2}=\frac{Q^2w^2}{4\epsilon L}=\frac12Q\phi_M .$$

This is the work of charging a linear capacitor to potential $\phi_M$. The uncorrected $E$ is smaller.

**Q.** Good, so the correction removes the background and leaves the isolated slab.

**A.** It does not. It removes the work of inserting the background, while the background's field remains in $\phi_M$. Widen the cell at fixed $Q$ and $d$: then $w\to L/2$ and $A\to Q^2L/(16\epsilon)$, which grows without limit. This is the energy of a slab facing a particular distribution of countercharge.

There is a second trace of the background. The charge on each metal face is $\epsilon F(0)=Qw/L$, less than $Q/2$, because the metal screens the background inside it. For $d=1.0$ nm, $w=1.1$ nm, $L=3.2$ nm and $Q=0.8\,e$ per nm², each face carries $0.8\times1.1/3.2=0.275\,e$.

For these values and relative permittivity 10, a numerical Poisson solution gives $\phi_M=0.27370$ V against 0.27369 V from the formula, and a cell average of 0.14826 V against 0.14825 V. Per nm², $E=0.0502$ eV, the correction is $\frac12(0.8)(0.14825)=0.0593$ eV, and $A=0.1095$ eV.

**Q.** What happens if the countercharge is not uniform?

**A.** Let it have a fixed shape $g(\mathbf r)$ with $\int g\,d^3r=1$. Then $d\rho_b=-g\,dQ$, and the same derivation replaces the cell average by the weighted one:

$$A(Q)=E(Q)+\int_0^Q\left[\int g\,\phi_s\,d^3r\right]dq .$$

If all countercharge lies on the reference plane, the bracket is $\phi_w$ and the correction is $Q\phi_w$. In the ideal-metal case with $\phi_w=0$ it vanishes. The field is then $Q/(2\epsilon)$ throughout each solvent region, and

$$A=E=2\cdot\frac\epsilon2\left(\frac{Q}{2\epsilon}\right)^2w=\frac{Q^2w}{4\epsilon}.$$

The uniform-background result is $w/L$ times this. Both energies obey $dA/dQ=-\mu_s/e$, each with its own $\mu_s(Q)$. Consistency does not make the capacitances equal.

**Q.** An electrode is held at fixed potential, not fixed charge. Which energy do I compare then?

**A.** Use the grand energy, with the constant chosen so that it equals $A$ for the neutral slab:

$$G=A-\mu_s(N-N_0)=A+\frac{Q\mu_s}{e}.$$

Its differential is

$$dG=-\frac{\mu_s}{e}dQ+\frac{\mu_s}{e}dQ+\frac Qe d\mu_s=\frac Qe\,d\mu_s .$$

With electrode potential $U=-\mu_s/e$, this becomes $dG/dU=-Q$ and $d^2G/dU^2=-C$, where $C=dQ/dU$. For positive capacitance, $G$ has its maximum at zero charge.

**Q.** What if my value of $\phi_w$ is wrong?

**A.** A charge-independent error $c$ adds $Qc$ to $A$ and changes $\mu_s$ by $-ec$. Then $Q\mu_s/e$ changes by $-Qc$, and $G$ at a given $Q$ is unchanged. The potential axis moves by $c$, so comparisons at a stated potential still suffer. If the error depends on charge, the change is $\int_0^Qc(q)dq-Qc(Q)$, which does not generally cancel.

**Q.** The ideal metal has no electrons to spill out. Does the result survive in a quantum calculation?

**A.** Consider a planar jellium slab with density parameter $r_s=3$ bohr, treated in Kohn–Sham theory with Slater exchange and Wigner correlation. The lengths are as before, with the solvent starting at $|z|=0.65$ nm and relative permittivity 10. Both edges are error-function steps, of width 0.03 nm for the metal and 0.04 nm for the solvent. The lateral area is 1 nm², so charges are in $e$ and energies in eV per cell.

A separate film cell with vacuum supplies the first reference. Its solvent surface carries a chosen dipole drop of 0.20 V, recovered as $\phi_w=0.2000$ V; this is an input, not a prediction for water. The neutral Fermi energy relative to the solvent is $-3.2754$ eV in both cells, so inserting vacuum left it unchanged at this precision. On the vacuum-linked scale, $\mu_s=-3.2754-0.2000=-3.4754$ eV.

With energies relative to the neutral cell, the uniform background gives:

| $Q$ ($e$) | $E$ (eV) | $\langle\phi_s\rangle$ (V) | $A$ (eV) | $\mu_s$ (eV) |
|---|---|---|---|---|
| −0.8 | −1.9548 | 0.6447 | −2.5640 | −2.9418 |
| 0 | 0 | 0.8807 | 0 | −3.4754 |
| 0.4 | 1.0695 | 1.0044 | 1.4464 | −3.7585 |
| 0.8 | 2.2042 | 1.1319 | 3.0082 | −4.0524 |

Simpson's rule on the last three averages gives

$$\frac{0.8}{6}\left[0.8807+4(1.0044)+1.1319\right]=0.8040\ {\rm eV},$$

and $2.2042+0.8040=3.0082$ eV.

**Q.** That shows you can add. Where is the evidence that the sum is the right energy?

**A.** Its slope must match $-\mu_s/e$, which is read from the Fermi energy at each charge and not from a difference of total energies. Between $0.4\,e$ and $0.8\,e$,

$$\frac{\Delta A}{\Delta Q}=\frac{3.0082-1.4464}{0.4}=3.905\ {\rm V},$$

while the mean of $-\mu_s/e$ at the two ends is 3.905 V. The uncorrected slope is $(2.2042-1.0695)/0.4=2.837$ V. Over nine charges from $-0.8\,e$ to $0.8\,e$, the largest difference between $A$ and $-\int_0^Q\mu_s\,dq/e$ is below $10^{-8}$ eV for the uniform background. It is below $10^{-7}$ eV for a countercharge plane and for a rigid ion layer. This tests the charging identity within the model, not the model's accuracy for a real interface.

**Q.** Why not multiply the final average by $Q$ and skip the integral?

**A.** That product is $0.8\times1.1319=0.9055$ eV, about 0.10 eV above the integral, because it charges the whole background at its final potential. Nor can one take half the product: the average does not start at zero. At $Q=0$ it is 0.8807 V, of which 0.2000 V is $\phi_w$. The other 0.6807 V comes from the potential structure of the neutral slab and produces a linear term in the correction.

**Q.** Does that linear term matter once I use the grand energy?

**A.** It does if it is omitted. At $Q=0.8\,e$, the corrected value is

$$G=3.0082+0.8(-4.0524)=-0.2337\ {\rm eV},$$

and at $-0.8\,e$ it is $-0.2105$ eV. Both lie below the neutral value, as required for positive capacitance. Without the correction the two values are $-1.0377$ and $+0.3987$ eV, so the neutral slab is no longer at the maximum. Indeed

$$\frac{d}{dQ}\left(E+\frac{Q\mu_s}{e}\right)=-\langle\phi_s\rangle+\frac Qe\frac{d\mu_s}{dQ},$$

which is $-0.8807$ V at $Q=0$ instead of zero.

**Q.** How much does the unphysical shape of the background still affect the answer?

**A.** Hold the slab, solvent and total charge fixed and change the countercharge shape. Capacitance per face below means half of $dQ/dU$ at $Q=0$, per area.

| Countercharge | $A(0.8\,e)$ (eV) | Capacitance per face (µF/cm²) |
|---|---|---|
| uniform | 3.008 | 11.5 |
| rigid ion layer | 3.088 | 8.7 |
| midplane | 3.286 | 5.2 |

The ion layer starts at $|z|=0.80$ nm and decays over 0.109 nm, the Debye length for 1 mol/L at 300 K with the model's permittivity. In this 3.2 nm cell, replacing the uniform background by it raises $A$ by 0.08 eV and lowers the capacitance by about a quarter. Those differences are not properties of the electrode: they depend on the cell length. In a 4.8 nm cell the uniform background gives $A=3.139$ eV and 7.3 µF/cm², while the ion-layer values hardly move, so both differences change sign. The sampling of the layer's sharp onset on the grid affects its values by about 2 meV and 0.1 µF/cm². The double-reference correction was applied in every case, so it cannot be what removes this difference.

**Q.** Would you use these numbers for a real metal electrode in water?

**A.** Only as a guide to scale. The density is roughly that of the $s$ electrons in a noble metal. The charge of $0.8\,e$ per nm² is 12.8 µC/cm² over both faces, a moderate electrode charge. The potential span of 1.11 V is close to water's thermodynamic window of roughly 1.2 V. Metal–water capacitances are roughly 20 µF/cm², so the model values are low. Its neutral potential of 3.48 V on the vacuum scale is also low beside roughly 4 to 5 V for noble metals in water. The permittivity of 10 is meant for interfacial water; bulk water has roughly 80, which would lengthen the Debye length to about 0.3 nm.

Real ions rearrange with potential, unlike a uniform background; the rigid layer's 0.08 eV shift in $A$ shows the effect of shape in this particular cell, not of rearrangement. With the uniform background at $0.8\,e$, the largest solvent field, sampled at least 0.10 nm inside the solvent edge, is about 4 MV/cm, where a water dipole's energy is about $0.6\,k_BT$; the ion layer and the midplane give about 7.4 MV/cm and $1.1\,k_BT$. At 4 MV/cm a free dipole's mean moment would be about 2% below linear and its differential response about 6% below, but molecules in the liquid are correlated and feel a different local field, so saturation may be much stronger and the linear dielectric is uncertain. The neutral slab also places about 0.20 electrons per cell beyond the solvent edge, a quarter of the largest added charge. Real water molecules would repel that tail through Pauli exclusion, which this continuum omits; the resulting shift was not computed.

**Q.** Are the grid and the electronic temperature smaller concerns?

**A.** For this example, yes. Halving the grid step at $Q=0.8\,e$ changes $E$, $\langle\phi_s\rangle$ and $\mu_s$ by at most about 1 meV or 1 mV, with $\phi_w$ held fixed. The leading electronic thermal free energy at 300 K has magnitude 18 meV per cell. In this planar model it depends on the number of filled subbands, so it cancels between charges for which that number is the same; here it is four at $Q=0$ and $\pm0.8\,e$. The model parameters matter more. Changing the width of the solvent edge from 0.01 to 0.08 nm moves the neutral $\mu_s$ from $-3.54$ to $-3.30$ eV, $A(0.8\,e)$ from 3.09 to 2.83 eV and the uniform-background capacitance from 10.2 to 13.4 µF/cm². The slab is also thin enough for quantum-size oscillations: for thicknesses from 0.85 to 1.9 nm with the same solvent geometry, the neutral potential varies between 3.44 and 3.57 V and the midplane capacitance between 5.2 and 5.8 µF/cm². The digits in the tables serve the charging identity and are not converged values for a thick electrode.

**Q.** Can I let the atoms relax while I integrate over charge?

**A.** The derivation held them fixed, and the distinction matters. For atomic coordinates $\mathbf R$, the energy is

$$A(Q,\mathbf R)=E(Q,\mathbf R)+\int_0^Q\langle\phi_s\rangle(q,\mathbf R)\,dq,$$

so its gradient contains a contribution from the integral as well as from $E$:

$$\nabla_{\mathbf R}A=\nabla_{\mathbf R}E+\int_0^Q\nabla_{\mathbf R}\langle\phi_s\rangle\,dq .$$

A geometry with zero force in the background cell need not minimize $A$. To compare two geometries, integrate at fixed coordinates for each, starting from its own neutral energy, and then compare $G$ at the same $\mu_s$. An asymmetric slab needs one more caution: the midplane field need not vanish, so the reference level can depend on where the plane is placed.

## Calculated quantities

```
Jellium r_s = 3.0 bohr; lateral area = 1 nm^2
Cell length = 3.20 nm; metal thickness = 1.00 nm
Solvent starts at |z| = 0.65 nm; relative permittivity = 10
Electrons in neutral cell = 59.668; filled subbands = 4
Solvent level above vacuum phi_w = 0.2000 V
Neutral Fermi energy from solvent level: periodic cell -3.2754 eV, film cell -3.2754 eV
Uniform background; energies relative to Q = 0:
 Q=-0.8 e: E=-1.9548 eV, <phi_s>=+0.6447 V, correction=-0.6092 eV
   A=-2.5640 eV, mu_s=-2.9418 eV, G=-0.2105 eV, G without correction=+0.3987 eV
 Q=-0.4 e: E=-1.0072 eV, <phi_s>=+0.7608 V, correction=-0.3282 eV
   A=-1.3353 eV, mu_s=-3.2032 eV, G=-0.0541 eV, G without correction=+0.2741 eV
 Q=+0.0 e: E=+0.0000 eV, <phi_s>=+0.8807 V, correction=+0.0000 eV
   A=+0.0000 eV, mu_s=-3.4754 eV, G=+0.0000 eV, G without correction=+0.0000 eV
 Q=+0.4 e: E=+1.0695 eV, <phi_s>=+1.0044 V, correction=+0.3769 eV
   A=+1.4464 eV, mu_s=-3.7585 eV, G=-0.0570 eV, G without correction=-0.4339 eV
 Q=+0.8 e: E=+2.2042 eV, <phi_s>=+1.1319 V, correction=+0.8040 eV
   A=+3.0082 eV, mu_s=-4.0524 eV, G=-0.2337 eV, G without correction=-1.0377 eV
Endpoint product Q<phi_s>(Q) at Q=+0.8 e = 0.9055 eV
Q=0.8 e per cell = 12.817 uC/cm^2 over both faces
Countercharge uniform: A(+0.8 e)=3.0082 eV, capacitance per face=11.541 uF/cm^2
   largest |A + integral of mu_s dQ| = 3.73e-09 eV
Countercharge plane: A(+0.8 e)=3.2855 eV, capacitance per face=5.213 uF/cm^2
   largest |A + integral of mu_s dQ| = 2.84e-08 eV
Countercharge ions: A(+0.8 e)=3.0877 eV, capacitance per face=8.720 uF/cm^2
   largest |A + integral of mu_s dQ| = 3.24e-08 eV
Ideal metal, Q=0.8 e: metal potential numeric/formula = 0.27370/0.27369 V
Ideal metal: cell average numeric/formula = 0.14826/0.14825 V
Ideal metal: E = 0.05018 eV, A = 0.10948 eV
Ideal metal: charge on each face = 0.2750 e
Halved grid step, Q=+0.8 e: shift of E = -0.00057 eV, <phi_s> = -0.00026 V, mu_s = +0.00114 eV
Debye length at 1 mol/L, 300 K = 0.109 nm; ion layer starts at |z| = 0.80 nm
Largest solvent field at Q=+0.8 e = 3.873 MV/cm
Water dipole energy / kT in that field (rough) = 0.593
Electrons beyond solvent edge, neutral = 0.17063 per cell
Electronic thermal free-energy size = 18.369 meV per cell
Electrode-potential span for Q=-0.8 to +0.8 e = 1.1106 V
```
